# The ZORA Hamiltonian: derivation, Coulomb solutions and error against the Dirac equation, part 1

(Sections cited here and not found follow in the second part.)

## The regular expansion of the relativistic energy and the ZORA Hamiltonian

### An electron of zero energy in a Coulomb field

Hartree atomic units are used, so the electron mass, the elementary charge and $\hbar$ equal one, energies are in hartree ($E_h$), lengths are in bohr, and $c = 137.036$. The energy $E$ is counted without the rest energy $c^2$. A classical electron of momentum $p$ in a static potential energy $V(\mathbf r)$ obeys

$$(E - V + c^2)^2 = p^2c^2 + c^4. \tag{1}$$

Take a fixed point nucleus, $V = -Z/r$, and an electron with $E = 0$, which is at rest at infinity. Expanding the square in (1) and cancelling $c^4$ gives $(-V)(2c^2 - V) = p^2c^2$. Since $2c^2 - V > 0$ we may divide by it:

$$0 = V + \frac{p^2c^2}{2c^2 - V}. \tag{2}$$

No approximation has been made, and (2) holds at every $r$. Far out, where $Z/r \ll 2c^2$, the second term is $p^2/2$. Close in, where $Z/r \gg 2c^2$, (2) gives $pc \approx Z/r$, the ultrarelativistic relation. The two regions meet near $r = Z/2c^2$. An expansion in powers of $1/c^2$ would replace $1/(2c^2 + Z/r)$ by a geometric series in $Z/(2c^2r)$, which diverges for $r < Z/2c^2$. Keeping $V$ in the denominator avoids this. The function $V + p^2c^2/(2c^2 - V)$ is exact on the zero-energy orbit, so for other orbits the quantity to expand in is $E$.

### The expansion in $E/(2c^2 - V)$

Let $T = E - V$ be the kinetic energy, with $T \ge 0$ wherever classical motion is allowed. Equation (1) becomes $T(T + 2c^2) = p^2c^2$, and division by $T + 2c^2 > 0$ gives

$$E = V + \frac{p^2c^2}{2c^2 + E - V}. \tag{3}$$

Assume $2c^2 - V > 0$ and define

$$f = \frac{c^2}{2c^2 - V}, \qquad x = \frac{E}{2c^2 - V}. \tag{4}$$

Then $2c^2 + E - V = (2c^2 - V)(1 + x)$, so $T = p^2 f/(1+x)$, and the geometric series gives

$$E = V + p^2 f \sum_{n=0}^{\infty} (-x)^n. \tag{5}$$

For $p \neq 0$ the series converges if and only if $|x| < 1$, that is $|E| < 2c^2 - V$. Its truncation error is known exactly. The finite sum is $\sum_{n=0}^{N}(-x)^n = [1 - (-x)^{N+1}]/(1+x)$, and $p^2 f = T(1+x)$, so the partial sum of the kinetic series is

$$S_N = T\,[\,1 - (-x)^{N+1}\,]. \tag{6}$$

The error of $S_N$ relative to $T$ has magnitude $|x|^{N+1}$. Equation (5) still contains $E$ on the right, through $x$. The zeroth order does not, and it defines an ordinary Hamiltonian function,

$$H_0(\mathbf r, \mathbf p) = V + \frac{p^2c^2}{2c^2 - V}, \tag{7}$$

the function found in (2).

### Behaviour near a Coulomb centre

If $V \le 0$ everywhere, then $2c^2 - V \ge 2c^2$, and

$$|x| \le \frac{|E|}{2c^2} \quad \text{at every point}, \qquad x = \frac{E\,r}{2c^2 r + Z} \quad \text{for } V = -\frac{Z}{r}. \tag{8}$$

For $|E| < 2c^2$ the series (5) therefore converges at a rate that is nowhere worse than $|E|/2c^2$. For the Coulomb potential $x \to 0$ as $r \to 0$: the singular potential stands in the denominator of the expansion parameter, and the series converges fastest at the nucleus. The absolute error of the zeroth order follows from (6) with $N = 0$. At a point $(\mathbf r,\mathbf p)$ of an orbit of exact energy $E$,

$$H_0 - E = S_0 - T = xT = E\,\frac{E - V}{2c^2 - V}. \tag{9}$$

For $T \ge 0$ and $E < 2c^2$ the fraction lies between 0 and 1, so $|H_0 - E| \le |E|$. As $r \to 0$ the fraction tends to 1. The error of $H_0$ then approaches $E$ and stays finite, while $T$ grows as $Z/r$.

Two expansions in $1/c^2$ behave differently. Writing $2c^2 + T = 2c^2(1 + y)$ in (3) gives

$$T = \frac{p^2}{2}\sum_{n=0}^\infty (-y)^n, \qquad y = \frac{E - V}{2c^2}, \tag{10}$$

which diverges for $y > 1$. With $V = -Z/r$ this condition is $E + Z/r > 2c^2$, or $r < r_y = Z/(2c^2 - E)$. Solving (1) for $T$ and expanding the root gives

$$T = c^2\left(\sqrt{1 + p^2/c^2} - 1\right) = c^2\sum_{n=1}^\infty \binom{1/2}{n}\left(\frac{p^2}{c^2}\right)^n = \frac{p^2}{2} - \frac{p^4}{8c^2} + \dots \tag{11}$$

The ratio of successive binomial coefficients is $(\tfrac12 - n)/(n+1) \to -1$, so the series diverges for $p > c$. At $p = c$ the root gives $T = (\sqrt2 - 1)c^2$, and the divergence sets in for $r < r_p = Z/[(\sqrt2 - 1)c^2 - E]$. In (10) and (11) the potential stands in the numerator of the expansion parameter, so a region of divergence surrounds a point nucleus of any charge.

The series (5) has conditions of its own. It diverges at large $r$ when $E > 2c^2$, because $x \to E/2c^2$ there. A repulsive potential that reaches $2c^2$ gives $f$ a pole. And (1) contains only $E - V$, whereas $f$ and $x$ contain $E$ and $V$ separately, so a truncated series depends on where the zero of $V$ is put. Here $V$ vanishes at infinity; the effect of another choice is computed in (33).

### The ordering problem and the Dirac equation

With $\mathbf p = -i\nabla$ the product $p^2 f(\mathbf r)$ has more than one Hermitian form. Two of them are $\mathbf p\cdot f\mathbf p$ and $\tfrac12(p^2 f + f p^2)$. The product rule gives $p^2(f\psi) = -f\nabla^2\psi - 2\nabla f\cdot\nabla\psi - (\nabla^2 f)\psi$ and $\mathbf p\cdot f\mathbf p\,\psi = -f\nabla^2\psi - \nabla f\cdot\nabla\psi$. Adding $fp^2\psi = -f\nabla^2\psi$ to the first and halving,

$$\tfrac12\left(p^2 f + f p^2\right) = \mathbf p\cdot f\,\mathbf p - \tfrac12 (\nabla^2 f). \tag{12}$$

For the Coulomb potential $f = c^2 r/(2c^2 r + Z)$, which tends to $c^2 r/Z$ for $r \ll Z/2c^2$. Since $\nabla^2 r = 2/r$, the last term of (12) tends to $-c^2/(Zr)$. It is as singular as $V$, and for $Z < c$ its coefficient is larger. The classical function (7) therefore does not determine the quantum operator, and the ordering must come from the Dirac equation.

Let $\phi$ and $\chi$ be the upper and lower two-component parts of the Dirac spinor and $\boldsymbol\sigma$ the Pauli matrices. With the rest energy subtracted, the stationary Dirac equation is

$$V\phi + c\,\boldsymbol\sigma\cdot\mathbf p\,\chi = E\phi, \qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi + (V - 2c^2)\chi = E\chi. \tag{13}$$

For $V \le 0$ and $E > -2c^2$ the function $2c^2 + E - V$ is positive, and the second equation can be solved pointwise: $\chi = c\,(2c^2 + E - V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi$. Insertion into the first gives an exact equation for $\phi$,

$$\left[V + \boldsymbol\sigma\cdot\mathbf p\, f_E\, \boldsymbol\sigma\cdot\mathbf p\right]\phi = E\phi, \qquad f_E = \frac{c^2}{2c^2 + E - V} = \frac{f}{1 + x}. \tag{14}$$

This is (3) with a definite ordering. The function $f_E$ depends on position only, so its expansion $f\sum(-x)^n$ is the one already studied, and (8) applies unchanged. The term $n = 0$ is the zeroth-order regular approximation,

$$H_{\rm ZORA} = V + \boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2 - V}\,\boldsymbol\sigma\cdot\mathbf p. \tag{15}$$

It does not depend on $E$, it acts on two-component functions, and it is Hermitian because $\boldsymbol\sigma\cdot\mathbf p$ is Hermitian and $f$ is real.

The classical error (9) has an exact counterpart. Let $\phi$ solve (14), normalized by itself to one. Subtracting the expectation value of (14) from that of (15), and using $f - f_E = x f_E$,

$$\langle\phi|H_{\rm ZORA}|\phi\rangle - E = \langle \boldsymbol\sigma\cdot\mathbf p\,\phi|\,x f_E\,|\boldsymbol\sigma\cdot\mathbf p\,\phi\rangle. \tag{16}$$

Because $f_E > 0$, the bound (8) can be taken out of the integral, and (14) gives $\langle \boldsymbol\sigma\cdot\mathbf p\,\phi|f_E|\boldsymbol\sigma\cdot\mathbf p\,\phi\rangle = \langle E - V\rangle$. The magnitude of (16) is thus at most $(|E|/2c^2)\langle E - V\rangle$, however singular the attractive potential, provided $\langle V\rangle$ is finite.

### Spin separation and the Pauli operator

The Pauli matrices obey $\sigma_i\sigma_j = \delta_{ij} + i\epsilon_{ijk}\sigma_k$. For any function $F(\mathbf r)$,

$$\boldsymbol\sigma\cdot\mathbf p\,F\,\boldsymbol\sigma\cdot\mathbf p = p_i F p_i + i\epsilon_{ijk}\sigma_k\, p_i F p_j .$$

In the second term $p_i F p_j = -i(\partial_i F)p_j + F p_i p_j$. The piece $p_ip_j$ is symmetric and vanishes against $\epsilon_{ijk}$, and $i\cdot(-i) = 1$, so

$$\boldsymbol\sigma\cdot\mathbf p\,F\,\boldsymbol\sigma\cdot\mathbf p = \mathbf p\cdot F\mathbf p + \boldsymbol\sigma\cdot(\nabla F\times\mathbf p). \tag{17}$$

For $F = f$ the chain rule gives $\nabla f = c^2\nabla V/(2c^2 - V)^2$. For a central potential $\nabla V = V'\mathbf r/r$, and with $\mathbf L = \mathbf r\times\mathbf p$,

$$H_{\rm ZORA} = V + \mathbf p\cdot f\mathbf p + \xi(r)\,\boldsymbol\sigma\cdot\mathbf L, \qquad \xi = \frac{f'}{r} = \frac{c^2 V'}{r\,(2c^2 - V)^2}. \tag{18}$$

The first two terms form the scalar ZORA Hamiltonian; the third is the spin-orbit coupling.

The operator that corresponds to (10) and (11) follows from (14) as well. To order $c^{-2}$, $f_E \approx \tfrac12 - (E - V)/4c^2$. By (17) with $F = 1$, $(\boldsymbol\sigma\cdot\mathbf p)^2 = p^2$, and moving the term in $E$ to the right gives

$$\left[\frac{p^2}{2} + V + \frac{\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p}{4c^2}\right]\phi = E\left(1 + \frac{p^2}{4c^2}\right)\phi .$$

Put $\phi = (1 - p^2/8c^2)\psi$ and apply $(1 - p^2/8c^2)$ from the left. To order $c^{-2}$ the right side becomes $E\psi$, and the left side acquires $-\{p^2,\, p^2/2 + V\}/8c^2 = -p^4/8c^2 - (p^2V + Vp^2)/8c^2$. By (17) and (12) with $V$ in place of the function, $\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p - \tfrac12(p^2V + Vp^2) = \boldsymbol\sigma\cdot(\nabla V\times\mathbf p) + \tfrac12\nabla^2V$. The result is the Pauli Hamiltonian,

$$H_{\rm Pauli} = \frac{p^2}{2} + V - \frac{p^4}{8c^2} + \frac{\nabla^2 V}{8c^2} + \frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}. \tag{19}$$

For $V = -Z/r$, $V' = Z/r^2$, and the two spin-orbit coefficients are

$$\xi_{\rm ZORA} = \frac{c^2 Z}{r\,(2c^2 r + Z)^2}, \qquad \xi_{\rm Pauli} = \frac{Z}{4c^2r^3}. \tag{20}$$

They agree for $r \gg Z/2c^2$. At the nucleus $\xi_{\rm ZORA} \to c^2/(Zr)$, two powers of $r$ milder than the Pauli form. Where $\boldsymbol\sigma\cdot\mathbf L$ is negative, the Pauli term is an attraction that grows as $r^{-3}$ and outruns the centrifugal term, which grows as $r^{-2}$.

### The radial equation and the exponent at the nucleus

From the product rule for $\sigma_i\sigma_j$ and $\mathbf L\times\mathbf L = i\mathbf L$ one finds $(\boldsymbol\sigma\cdot\mathbf L)^2 = L^2 - \boldsymbol\sigma\cdot\mathbf L$. Write the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ on an angular spinor $\Omega_\kappa$ of orbital quantum number $l$ as $-(\kappa + 1)$. Then $(\kappa+1)^2 = l(l+1) + (\kappa+1)$, so $\kappa(\kappa+1) = l(l+1)$, with roots $\kappa = -(l+1)$ and $\kappa = l$ (the latter for $l \geq 1$). Thus $s_{1/2}$, $p_{1/2}$ and $p_{3/2}$ have $\kappa = -1$, $+1$ and $-2$.

Let $\phi = (P(r)/r)\,\Omega_\kappa$ and let $F(r)$ stand for $f$ or $f_E$. In spherical coordinates $\mathbf p\cdot F\mathbf p = -r^{-2}\partial_r\, r^2F\,\partial_r + FL^2/r^2$. Now $r^2F\,(P/r)' = F(rP' - P)$, whose derivative is $F'(rP' - P) + FrP''$. Multiplying the whole equation by $r$, the derivative part is $-(FP')' + F'P/r$. The angular part is $F\kappa(\kappa+1)P/r^2$, and the spin term of (17) is $-(\kappa+1)F'P/r$. The sum is $-(FP')' - \kappa F'P/r + F\kappa(\kappa+1)P/r^2$. The same three terms arise on multiplying out $(-d/dr + \kappa/r)\,F\,(P' + \kappa P/r)$, where the contributions $\mp\kappa FP'/r$ cancel. The radial equation is therefore

$$\left(-\frac{d}{dr} + \frac{\kappa}{r}\right) F \left(\frac{d}{dr} + \frac{\kappa}{r}\right) P + VP = EP, \tag{21}$$

with $F = f$ for ZORA and $F = f_E$ for the Dirac upper component. With $Q = (F/c)(P' + \kappa P/r)$ it becomes a first-order pair suited to numerical integration:

$$P' = -\frac{\kappa}{r}P + \frac{c}{F}\,Q, \qquad Q' = \frac{\kappa}{r}Q + \frac{V - E}{c}\,P. \tag{22}$$

For $r \ll Z/2c^2$ both $f$ and $f_E = c^2r/[(2c^2 + E)r + Z]$ tend to $c^2 r/Z$. Try $P = r^\gamma$. The inner operator gives $(\gamma + \kappa)r^{\gamma-1}$, multiplication by $F$ gives $(c^2/Z)(\gamma+\kappa)r^\gamma$, and the outer operator gives $(c^2/Z)(\gamma+\kappa)(\kappa - \gamma)r^{\gamma-1}$. The potential term is $-Zr^{\gamma-1}$, and $EP$ is smaller by a factor of $r$. Hence

$$\gamma^2 = \kappa^2 - \frac{Z^2}{c^2}. \tag{23}$$

ZORA and the Dirac equation share this exponent. It is real and nonzero for all $\kappa$ if $Z < c$, which is assumed from here on. The positive root is taken, since $\langle V\rangle \propto \int P^2r^{-1}dr$ diverges for the negative one.

The symmetrized ordering (12) fails here. For an $s$ wave $\boldsymbol\sigma\cdot\mathbf L = 0$, so $\mathbf p\cdot f\mathbf p$ gives (21) with $\kappa = -1$, and the extra term $-c^2/(Zr)$ changes the balance to $(c^2/Z)(1 - \gamma^2) - Z - c^2/Z = 0$, or $\gamma^2 = -Z^2/c^2$. Real solutions behave as $\cos[(Z/c)\ln r + \delta]$, with zeros spaced by $\pi c/Z$ in $\ln r$ without end as $r \to 0$. This happens for every $E$, however negative. Take such a solution between two neighbouring zeros and set it to zero elsewhere. Multiplying the radial equation by $P$ and integrating by parts, with no boundary term because $P$ vanishes at both ends, shows that this trial function has energy expectation value $E$. The symmetrized operator is therefore unbounded below.

### The exact 1s solution

For $\kappa = -1$ let $\gamma = \sqrt{1 - Z^2/c^2}$, so that $Z^2 = c^2(1-\gamma)(1+\gamma)$, and try $u = r^\gamma e^{-\beta r}$ in (21) with $F = f$. Then $u' - u/r = -[(1-\gamma) + \beta r]\,u/r$ and

$$f\left(u' - \frac{u}{r}\right) = -c^2\,\frac{(1-\gamma) + \beta r}{Z + 2c^2 r}\,u .$$

The fraction is constant if $\beta/(1-\gamma) = 2c^2/Z$, that is $\beta = 2c^2(1-\gamma)/Z = 2Z/(1+\gamma)$. With $b = c^2(1-\gamma)/Z$,

$$f\left(u' - \frac{u}{r}\right) = -bu, \qquad \left(-\frac{d}{dr} - \frac1r\right)(-bu) = b\left(u' + \frac{u}{r}\right) = b\left(\frac{1+\gamma}{r} - \beta\right)u. \tag{24}$$

Since $b(1+\gamma) = c^2(1-\gamma^2)/Z = Z$, the $1/r$ term cancels $V$, and $u$ is an eigenfunction with eigenvalue $-b\beta$:

$$E_0 = -2c^2\,\frac{1-\gamma}{1+\gamma}. \tag{25}$$

The Dirac case runs the same way with $P = r^\gamma e^{-Zr}$ and $E_D = c^2(\gamma - 1)$. Then $2c^2 + E_D = c^2(1+\gamma)$, the fraction $[(1-\gamma) + Zr]/[Z + c^2(1+\gamma)r]$ is constant because $Z/(1-\gamma) = c^2(1+\gamma)/Z$, the same $b$ appears, and the eigenvalue is $-bZ = c^2(\gamma-1)$, consistent with the value assumed. For this state $\boldsymbol\sigma\cdot\mathbf p\,\phi = -i\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,(P' - P/r)\,\Omega_{-1}/r$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2 = 1$, so the lower component has radial function $Q = -(b/c)P$. The full Dirac radial density is proportional to $r^{2\gamma}e^{-2Zr}$.

The ZORA Hamiltonian has been derived from the Dirac equation, shown to share its exponent at a point nucleus, and solved exactly for the 1s state. It remains to show that the scalar ZORA Hamiltonian is bounded below while the Pauli operator is not, to find the size of the ZORA error, and to work through the example of Pd$^{45+}$.
